# Zero-Bias Conductance of a Normal-Insulator-Superconductor Contact at Low Temperature

A normal metal and a superconductor are separated by a thin insulating barrier. The barrier may be an oxide, or the depletion layer of a Schottky contact to a heavily doped semiconductor. The problem is to find how the conductance at vanishing voltage falls on cooling, including the factor in front of the exponential.

The model is as follows. Electrons cross the barrier one at a time, to lowest order in its transmission. The normal density of states and the tunnel matrix element are constant over a few gap energies. The superconductor has an isotropic, sharp BCS gap \(\Delta\), and both sides are at temperature \(T\). The circuit has low impedance, so that charging effects are absent. Energies \(\omega\) are measured from the superconductor's chemical potential, \(f(\omega)=1/(e^{\omega/kT}+1)\), and \(G_N\) is the conductance of the same contact with the gap removed.

## (a) What density of states does a tunnelling electron see?

**Solution.** Let \(\xi\) be the energy of a normal-state electron relative to the chemical potential. Pairing couples it to a hole of energy \(-\xi\):

\[
\begin{pmatrix}\xi&\Delta\\ \Delta&-\xi\end{pmatrix}\begin{pmatrix}u\\ v\end{pmatrix}=\pm E\begin{pmatrix}u\\ v\end{pmatrix},\qquad E=\sqrt{\xi^2+\Delta^2}.
\]

For the eigenvalue \(+E\), the first row gives \(v=(E-\xi)u/\Delta\). Normalization \(u^2+v^2=1\) then requires

\[
u^2=\frac{\Delta^2}{\Delta^2+(E-\xi)^2}=\frac{(E-\xi)(E+\xi)}{2E(E-\xi)}=\frac12\left(1+\frac{\xi}{E}\right),
\]

where \(\Delta^2=E^2-\xi^2\) was used twice. Hence \(v^2=\frac12(1-\xi/E)\). The eigenvector for \(-E\) is orthogonal, \((-v,u)\), and has electron weight \(v^2\). An electron can therefore enter at \(\omega=E\) with weight \(u^2\), or at \(\omega=-E\) with weight \(v^2\). The density of states relative to the normal one is

\[
N(\omega)=\int_{-\infty}^{\infty}d\xi\,\left[u^2\delta(\omega-E)+v^2\delta(\omega+E)\right].
\]

For \(\omega>\Delta\) two values contribute, \(\xi=\pm\sqrt{\omega^2-\Delta^2}\). Each delta function gives \(1/|dE/d\xi|=E/|\xi|\), and the two weights add to \(u^2(\xi)+u^2(-\xi)=1\). Negative energies work the same way with \(v^2\). Thus

\[
N(\omega)=\frac{|\omega|}{\sqrt{\omega^2-\Delta^2}}\quad(|\omega|>\Delta),\qquad N(\omega)=0\quad(|\omega|<\Delta).
\]

The levels removed from the gap are piled up at its edges, where \(dE/d\xi=0\). The divergence is an inverse square root and can be integrated.

## (b) Express the zero-bias conductance as an integral over this density.

**Solution.** Choose the sign of \(V\) so that it raises the electron energies of the normal metal by \(eV\), with \(e>0\). Its states at energy \(\omega\) are then filled with probability \(f(\omega-eV)\). By the golden rule, the rate into the superconductor contains \(f(\omega-eV)[1-f(\omega)]\) and the reverse rate contains \(f(\omega)[1-f(\omega-eV)]\). The products cancel in the difference:

\[
I=C\int_{-\infty}^{\infty}N(\omega)\left[f(\omega-eV)-f(\omega)\right]d\omega .
\]

To fix \(C\), remove the gap. Then \(N=1\), the integral equals \(eV\), and \(I=G_NV\), so \(C=G_N/e\). Only \(f(\omega-eV)\) depends on voltage, and its derivative is \(-ef'(\omega-eV)\). Therefore

\[
G(V)=G_N\int_{-\infty}^{\infty}N(\omega)\left[-f'(\omega-eV)\right]d\omega .
\]

At \(V=0\) both factors are even in \(\omega\), and

\[
\frac{G(0)}{G_N}=2\int_\Delta^\infty\frac{\omega}{\sqrt{\omega^2-\Delta^2}}\left[-f'(\omega)\right]d\omega .
\]

The factor 2 counts electron-like and hole-like thermal processes. Taking \(V\to0\) first means \(|eV|\ll kT\); this order matters when the temperature is lowered.

## (c) Evaluate the integral for \(kT\ll\Delta\).

**Solution.** Put \(x=\Delta/kT\) and \(q=e^{-\omega/kT}\). Since \(q\le e^{-x}<1\) over the whole range,

\[
-f'(\omega)=\frac{1}{kT}\frac{q}{(1+q)^2}=\frac1{kT}\sum_{n=1}^{\infty}(-1)^{n+1}n\,e^{-n\omega/kT}
\]

may be integrated term by term. With \(\omega=\Delta\cosh\theta\), the square root is \(\Delta\sinh\theta\) and cancels against \(d\omega=\Delta\sinh\theta\,d\theta\):

\[
\int_\Delta^\infty\frac{\omega\,e^{-n\omega/kT}}{\sqrt{\omega^2-\Delta^2}}\,d\omega=\Delta\int_0^\infty\cosh\theta\,e^{-nx\cosh\theta}d\theta=\Delta K_1(nx).
\]

The last equality is the integral definition of the modified Bessel function \(K_1\). Within the model, at any temperature with a nonzero gap,

\[
\frac{G(0)}{G_N}=2x\sum_{n=1}^{\infty}(-1)^{n+1}nK_1(nx).
\]

At low temperature the term \(n=1\) dominates, because the next one carries \(e^{-2x}\). In its energy integral put \(\omega=\Delta+kTs\). Then

\[
\frac{\omega}{\Delta}=1+\frac sx,\qquad \sqrt{\omega^2-\Delta^2}=\Delta\sqrt{\frac{2s}{x}}\sqrt{1+\frac{s}{2x}},\qquad d\omega=\frac{\Delta}{x}\,ds .
\]

Inserting these and collecting powers of \(x\),

\[
2xK_1(x)=\sqrt{2x}\,e^{-x}\int_0^\infty s^{-1/2}e^{-s}\,h\!\left(\frac sx\right)ds,\qquad h(y)=\frac{1+y}{\sqrt{1+y/2}} .
\]

The exponential restricts \(s\) to values of order one, so \(h\to1\) as \(x\to\infty\). The remaining integral follows from \(s=r^2\): it is \(2\int_0^\infty e^{-r^2}dr=\sqrt\pi\). Hence

\[
\boxed{\,G(0)\simeq G_N\sqrt{\frac{2\pi\Delta}{kT}}\;e^{-\Delta/kT}\qquad(kT\ll\Delta)\,}
\]

The opposite limit shows where this form fails. For \(\Delta\to0\) at fixed \(T\), the conductance in (b) tends to \(G_N\), while the boxed expression tends to zero.

## (d) How large is the error of the leading law?

**Solution.** Call the leading law \(L=\sqrt{2\pi x}\,e^{-x}\). First bound \(h\). For \(y\ge0\),

\[
(1+y)^2-\left(1+\frac y2\right)=\frac{3y}{2}+y^2\ge0,
\]

\[
\left(1+\frac{3y}4\right)^2\left(1+\frac y2\right)-(1+y)^2=\frac{5y^2}{16}+\frac{9y^3}{32}\ge0 .
\]

Taking square roots gives \(1\le h(y)\le1+3y/4\). Since \(\int_0^\infty s^{1/2}e^{-s}ds=\sqrt\pi/2\),

\[
1\le\frac{2xK_1(x)}{L}\le1+\frac{3}{8x}.
\]

Next bound the Fermi factor. The convex function \((1+q)^{-2}\) lies above its tangent at \(q=0\), so \(q-2q^2\le q/(1+q)^2\le q\). The subtracted term contributes at most \(4xK_1(2x)\). Using the upper bound above with \(x\) replaced by \(2x\),

\[
4xK_1(2x)=2(2x)K_1(2x)\le\sqrt{4\pi x}\,e^{-2x}\left(1+\frac3{16x}\right).
\]

Division by \(L\) gives

\[
1-\sqrt2\,e^{-x}\left(1+\frac3{16x}\right)\le\frac{G(0)}{G_NL}\le1+\frac3{8x}.
\]

The expansion \(h(y)=1+\frac34y-\frac5{32}y^2+\dots\), with \(\int_0^\infty s^{3/2}e^{-s}ds=3\sqrt\pi/4\), supplies the next terms:

\[
\frac{G(0)}{G_N}=L\left[1+\frac3{8x}-\frac{15}{128x^2}+\dots\right],
\]

apart from Fermi corrections of relative order \(e^{-x}\). The correction to the prefactor thus falls only as \(kT/\Delta\).

As an independent test, the matrix in (a) was diagonalized numerically on a grid of \(\xi\), the current was summed over the states, and its voltage derivative was taken. The ratio to \(L\) is 1.061, 1.036, 1.018 and 1.009 for \(x=5,10,20,40\), inside the bracket in each case.

## (e) Which feature of the density of states produces the prefactor?

**Solution.** Replace the density by \(N=(|\omega|/\Delta-1)^{-p}\) outside the gap, with \(0\le p<1\). To leading order in \(e^{-x}\), the substitution \(\omega=\Delta+kTs\) gives

\[
\frac{G(0)}{G_N}\simeq2e^{-x}\int_0^\infty\left(\frac sx\right)^{-p}e^{-s}ds=2\,\Gamma(1-p)\,x^p e^{-x}.
\]

Here \(G_N\) is held fixed as the unit of conductance. The power of \(\Delta/kT\) in the prefactor equals the power of the edge divergence. A step edge, \(p=0\), gives \(2f(\Delta)\simeq2e^{-x}\) with no power at all. Numerical integration with the full Fermi factor, between \(x=20\) and \(40\), gives prefactor powers 0.0000, 0.2500 and 0.5000 for \(p=0\), \(0.25\) and \(0.5\).

Near the BCS edge \(N\simeq[2(\omega/\Delta-1)]^{-1/2}\). This is \(p=1/2\) with an additional factor \(1/\sqrt2\), so the result is \(2\sqrt{\pi x}\,e^{-x}/\sqrt2=\sqrt{2\pi x}\,e^{-x}\), as before.

A second route avoids the singularity. Before the \(\xi\) integral is converted to energy, the two weights multiply \(-f'(E)\) and \(-f'(-E)\), which are equal. Since \(u^2+v^2=1\),

\[
\frac{G(0)}{G_N}=\int_{-\infty}^{\infty}\left[-f'(E(\xi))\right]d\xi .
\]

At low temperature \(E\simeq\Delta+\xi^2/2\Delta\), and the integral is Gaussian:

\[
\frac{G(0)}{G_N}\simeq\frac{e^{-x}}{kT}\int_{-\infty}^{\infty}e^{-\xi^2/(2\Delta kT)}d\xi=\frac{\sqrt{2\pi\Delta kT}}{kT}\,e^{-x}.
\]

The minimum of \(E(\xi)\) is flat, so normal-state levels within about \(\sqrt{\Delta kT}\) of the chemical potential take part. This width exceeds \(kT\) by a factor of order \(\sqrt{\Delta/kT}\), which is the origin of the square root.

## (f) What gap does an Arrhenius plot give, and how small must the bias be?

**Solution.** Keep \(\Delta\) fixed and define the apparent gap as minus the slope of \(\ln G(0)\) against \(1/kT\). Because \(1/kT=x/\Delta\),

\[
\Delta_{\rm app}=-\Delta\frac{d}{dx}\left[\frac12\ln(2\pi x)-x+\frac3{8x}+\dots\right]
=\Delta\left[1-\frac1{2x}+\frac3{8x^2}+\dots\right].
\]

To first order this is \(\Delta-kT/2\). At fixed gap, a straight-line fit without the prefactor therefore underestimates the gap. The shrinking of a real gap on warming steepens the slope and works the other way: with the BCS \(\Delta(T)\) for \(\Delta(0)=0.20\) meV the slope is 0.187 meV at 0.5 K and exceeds \(\Delta(0)\) above about 0.9 K.

For finite bias with \(\Delta-|eV|\gg kT\), all available states lie in the exponential tails of \(-f'\). The positive branch contributes \(e^{-(\omega-eV)/kT}/kT\), and the negative branch, after \(\omega\to-\omega\), contributes \(e^{-(\omega+eV)/kT}/kT\). Their sum is the zero-bias integrand times a factor independent of \(\omega\):

\[
G(V)\simeq G(0)\cosh\frac{eV}{kT}.
\]

The relative increase is about \((eV/kT)^2/2\) for small bias. A fixed measuring voltage thus leaves the zero-bias regime on sufficient cooling.

## (g) Evaluate the law for a copper/aluminium-oxide/aluminium contact.

Take rough typical values: \(\Delta=0.20\) meV, contact area 1 µm², \(R_N=1/G_N=2000\) Ω, and \(T=0.30\) K.

**Solution.** The thermal energy is 25.852 µeV, so \(x=200/25.852=7.736\). Then \(e^{-x}=4.367\times10^{-4}\), \(\sqrt{2\pi x}=6.972\), and

\[
\frac{G(0)}{G_N}\simeq6.972\times4.367\times10^{-4}=3.04\times10^{-3}.
\]

The factor \(1+3/(8x)\) raises this to \(3.19\times10^{-3}\). The full series gives \(3.18\times10^{-3}\), so the leading law is 4.4 % low relative to the full result. The zero-bias resistance is \(2000\ \Omega/(3.185\times10^{-3})=0.63\) MΩ.

A step edge with the same gap and \(G_N\) would give \(8.7\times10^{-4}\), smaller by a factor 3.6. The prefactor also matters in thermometry: solving \(e^{-\Delta/kT'}=G(0)/G_N\) gives \(T'=0.40\) K instead of 0.30 K. In the ideal model with a fixed gap, the apparent Arrhenius gap is 0.188 meV instead of 0.20 meV; the additional conduction estimated in (h) would lower it further, to roughly 0.18 meV.

With the gap held at 0.20 meV, other temperatures give:

| \(T\) (K) | full \(G(0)/G_N\) | leading/full |
|---|---|---|
| 0.20 | \(8.04\times10^{-5}\) | 0.9695 |
| 0.25 | \(7.37\times10^{-4}\) | 0.9625 |
| 0.30 | \(3.18\times10^{-3}\) | 0.9560 |
| 0.40 | \(1.93\times10^{-2}\) | 0.9459 |
| 0.50 | \(5.53\times10^{-2}\) | 0.9415 |

The gap itself shrinks on warming. Solving the weak-coupling BCS gap equation raises \(G(0)\) by 0.3 % at 0.30 K, but by 4.9 % at 0.50 K.

## (h) Where does the activated law stop describing such a contact?

**Solution.** Any conduction inside the gap that survives cooling eventually exceeds an activated term. Two sources are estimated here.

The first is a broadened gap edge, described by the Dynes form

\[
N(\omega)=\left|\mathrm{Re}\frac{\omega+i\Gamma}{\sqrt{(\omega+i\Gamma)^2-\Delta^2}}\right|,\qquad N(0)=\frac{\Gamma/\Delta}{\sqrt{1+(\Gamma/\Delta)^2}}\simeq\frac\Gamma\Delta .
\]

For an assumed \(\Gamma/\Delta=10^{-4}\), the integral at 0.30 K increases by \(1.1\times10^{-4}\), or 3.5 % of \(G(0)/G_N\).

The second is Andreev reflection, in which an electron returns as a hole and two electrons enter the superconductor. Consider one channel of transmission \(\tau\) at the gap centre. Imagine a very thin normal layer between the barrier and the superconductor. Each conversion between electron and hole at the superconductor has amplitude \(-i\). The shortest path crosses the barrier as an electron, converts once and crosses back as a hole, which gives magnitude \(\tau\). A further round trip in the thin layer contains two conversions and two normal reflections from the barrier, one as a hole and one as an electron, hence a factor \((-i)^2(1-\tau)\). The geometric series gives

\[
|a|=\frac{\tau}{1+(1-\tau)}=\frac{\tau}{2-\tau},\qquad
\frac{G_A}{G_N}=\frac{2|a|^2}{\tau}=\frac{2\tau}{(2-\tau)^2}\simeq\frac\tau2 .
\]

The 2 in the numerator is the doubled charge. A contact of area \(A\) has \(k_F^2A/4\pi\) channels, the area of the Fermi disc \(\pi k_F^2\) divided by \((2\pi)^2/A\). With \(k_F=13.6\) nm⁻¹ this is \(1.5\times10^7\). Setting \(G_N\) equal to \(2e^2/h\) times the sum of transmissions gives a mean \(\tau=4.4\times10^{-7}\). If all channels had this transmission, the ballistic contribution would be \(2\times10^{-7}\). In a uniform barrier, however, electrons near normal incidence carry most of the current, which raises the mean of \(\tau^2\). For a rectangular barrier 2 eV high, with the free-electron mass and its thickness (0.88 nm) chosen to give the same \(G_N\), the contribution is about \(2\times10^{-6}\). With half that mass in the barrier it is about \(4\times10^{-6}\), still negligible.

Disorder changes this estimate. If scattering in the copper returns an electron coherently to the barrier \(M\) times, the ratio grows to order \(\tau M\). A coherent region of resistance \(R_D\) has an escape probability per channel of order \(\tau R_N/R_D\), so \(M\sim R_D/(\tau R_N)\) and \(\tau M\sim R_D/R_N\). For a film, \(R_D\) is of the order of the sheet resistance. Taking 0.2 Ω gives \(0.2/2000=10^{-4}\), about 3 % of \(G(0)/G_N\) at 0.30 K. At the temperatures considered here this is an upper estimate, because it treats the film under the whole contact as coherent. An electron and a hole with energies of order \(kT\) lose their phase relation over a length of about \(\sqrt{\hbar D/kT}\), where \(D\) is the diffusion constant. For a copper film 100 nm thick, the sheet resistance and the free-electron density of states give \(D\approx0.017\) m²/s, and this length is about 0.7 µm. The contribution then falls to roughly \(10^{-5}\) (1 to \(2\times10^{-5}\), depending on the shape of the film) and grows on cooling.

With the upper Andreev estimate, the two sources add to a floor of \(2\times10^{-4}\), which the activated conductance meets near 0.22 K. With the reduced one, the floor is about \(1.1\times10^{-4}\) and the meeting point is near 0.21 K. In both cases the 0.20 K row of the table describes the ideal model, not this contact. At 0.25 K the floor is already about 15 to 27 % of the activated value.

The remaining effects at 0.30 K are smaller or depend on the measurement. A bias of 5 µV raises the conductance by 1.9 %. For a rough capacitance of 50 fF, the charging energy \(e^2/2C\) is 1.6 µeV, or 0.06 \(kT\); this ratio sets a scale, and the assumed low-impedance circuit suppresses the effect. For a barrier 2 eV high and 1 nm thick, the transmission changes by less than 0.1 % over one gap energy, and the first-order change cancels between \(\omega\) and \(-\omega\). Input errors weigh more: a gap 1 % larger lowers \(G(0)\) by 7.0 %, and a temperature 1 mK higher raises it by 2.4 %.

Among the effects estimated here, the assumption that fails first on cooling is therefore that single-electron tunnelling across a clean gap is the only conduction. With the rough values used here, the additional conduction moves the result by some 4 to 7 % at 0.30 K and dominates below about 0.21 to 0.22 K. The broadening varies between samples, and the crossover moves with it. For a Schottky contact the same activated law holds if the barrier is weakly transparent and the semiconductor is degenerate, with a density of states constant over a few \(\Delta\). At equal \(R_N\), a semiconductor layer with far fewer carriers than copper can have a much higher Andreev floor. The floor does not simply follow the sheet resistance, because stronger scattering also shortens the coherent region. The numerical output lists the input values, except the copper film thickness, which is given above.

## Values computed for the example and the checks

```
TESTS OF THE LAW
x=   5: state sum/leading law = 1.061167
x=  10: state sum/leading law = 1.036353
x=  20: state sum/leading law = 1.018469
x=  40: state sum/leading law = 1.009303
edge exponent p=0.00: prefactor power = 0.0000
edge exponent p=0.25: prefactor power = 0.2500
edge exponent p=0.50: prefactor power = 0.5000
INPUTS (rough typical values)
gap = 0.20 meV; temperature = 0.30 K
normal resistance = 2000 ohm; area = 1.0 um2
Dynes Gamma/gap = 1.0e-04; Cu sheet resistance = 0.2 ohm
capacitance = 50 fF; bias = 5.0 uV
Fermi wavenumber = 13.6 1/nm
barrier height = 2.0 eV; thickness = 1.0 nm
MAIN EXAMPLE
kT = 25.852 ueV; x = 7.7363
exp(-x) = 4.3666e-04; sqrt(2 pi x) = 6.9720
G(0)/GN: full = 3.1847e-03; leading = 3.0444e-03
G(0)/GN with 3/(8x) correction = 3.1920e-03
leading-law error = -4.40 %
full G(0) = 1.5923 uS
zero-bias resistance = 0.6280 Mohm
step-edge G(0)/GN = 8.7295e-04
BCS/step-edge ratio = 3.648
apparent Arrhenius gap = 0.1881 meV
temperature inferred without prefactor = 0.4037 K
TABLE: T(K), x, full G/GN, leading/full, gap-reduction effect(%)
0.20  11.6045 8.0369e-05 0.9695 0.007
0.25   9.2836 7.3747e-04 0.9625 0.067
0.30   7.7363 3.1847e-03 0.9560 0.283
0.40   5.8023 1.9282e-02 0.9459 1.684
0.50   4.6418 5.5298e-02 0.9415 4.863
NEGLECTED EFFECTS AT THE MAIN TEMPERATURE
thermal reduction of gap = 0.0389 %
Dynes: added G/GN = 1.117e-04, 3.51 % of G(0)
channels = 1.472e+07; mean transmission = 4.384e-07
ballistic Andreev G/GN = 2.192e-07
diffusive Andreev estimate G/GN = 1.0e-04, 3.14 % of G(0)
finite-bias increase = 1.87 %
charging energy = 1.602 ueV; over kT = 0.0620
transmission change over one gap = 0.072 %
effect of gap 1 % larger = -7.02 %
effect of temperature 1 mK higher = 2.45 %
estimated low-T floor G/GN = 2.0e-04
activated conductance equals floor at 0.2179 K
```
